# Counting coherence orders and spins in a spin-1/2 cluster

**Q.** You say that the number of coherences of order \(p\) among \(N\) spins is a single binomial coefficient. What exactly is being counted?

**A.** Take \(N\) distinguishable spins-1/2 and the \(D=2^N\) product states \(|r\rangle\) in which every spin is up or down along the field. Let \(M_r\) be the total projection, with \(\hbar=1\). A state with \(k\) spins up has

\[
M=\frac{k}{2}-\frac{N-k}{2}=k-\frac N2 .
\]

The operator \(|r\rangle\langle s|\) has order \(p=M_r-M_s\). I count ordered pairs \((r,s)\), so orders \(+p\) and \(-p\) are separate, and \(p\) runs from \(-N\) to \(N\). Call the number of pairs \(n_p\).

If \(s\) has \(k\) spins up, \(r\) must have \(k+p\). These states can be chosen independently, so

\[
n_p=\sum_k\binom Nk\binom N{k+p}
=\sum_k\binom N{N-k}\binom N{k+p},
\]

where coefficients with a lower index outside \(0,\dots,N\) are zero. The second form takes \(N-k\) objects from one set of \(N\) and \(k+p\) from another. The total taken is always \(N+p\), and the sum over \(k\) covers every way of dividing it between the sets. Hence

\[
n_p=\binom{2N}{N+p}.
\]

**Q.** For one spin this gives two elements of order zero. A single spin has no zero-quantum coherence.

**A.** Those two are populations, the diagonal elements with \(r=s\). The binomial coefficient counts all matrix elements, and at \(p=0\) it includes \(2^N\) populations. The number of true zero-quantum coherences is therefore

\[
\binom{2N}{N}-2^N .
\]

For two spins the counts from \(p=-2\) to \(2\) are \(1,4,6,4,1\). Of the six at the centre, four are populations and two are the coherences between up-down and down-up. For six spins the central count is 924, of which 64 are populations, leaving 860 coherences. For \(p\neq0\) no correction is needed.

**Q.** Can the count be obtained without the identity for sums of binomials?

**A.** Yes, by building operators spin by spin. Each spin offers four independent operators: two of order zero, \(1\) and \(I_z\), and one each of order \(\pm1\), \(I^+\) and \(I^-\). Orders add in a product, so if each order carries a factor \(e^{ip\phi}\), the factors multiply:

\[
F(\phi)=\sum_p n_pe^{ip\phi}
=(2+e^{i\phi}+e^{-i\phi})^N
=\left(2\cos\frac{\phi}{2}\right)^{2N}.
\]

The last step uses \(2+2\cos\phi=4\cos^2(\phi/2)\). Writing the bracket as \((e^{i\phi/2}+e^{-i\phi/2})^2\) and expanding its \(N\)th power gives the same binomial coefficients.

This function also gives the width. Near \(\phi=0\),

\[
F=4^N\left(1-\frac{\phi^2}{8}+\dots\right)^{2N}
=4^N\left(1-\frac{N\phi^2}{4}+\dots\right).
\]

The defining sum, symmetric in \(p\), gives \(F=4^N(1-\langle p^2\rangle\phi^2/2+\dots)\), where the average is weighted by \(n_p\). Comparison yields

\[
\langle p^2\rangle=\frac N2 ,
\]

which holds for every \(N\), without a Gaussian approximation.

**Q.** A variance of \(N/2\) does not make the distribution Gaussian. Where does the exponential come from?

**A.** From the ratio of each count to the central one. For \(p>0\), cancelling factorials gives

\[
\frac{n_p}{n_0}=\frac{(N!)^2}{(N+p)!(N-p)!}
=\prod_{j=1}^{p}\frac{N-j+1}{N+j}.
\]

Set \(\nu=N+\tfrac12\) and \(u_j=j-\tfrac12\). The numerator is then \(\nu-u_j\) and the denominator \(\nu+u_j\). Since \(\ln[(1-x)/(1+x)]=-2(x+x^3/3+x^5/5+\dots)\) for \(|x|<1\),

\[
\ln\frac{n_p}{n_0}
=-2\sum_{j=1}^{p}\left(\frac{u_j}{\nu}+\frac{u_j^3}{3\nu^3}+\dots\right).
\]

Two sums are needed. The first is

\[
\sum_{j=1}^p u_j=\frac{p(p+1)}2-\frac p2=\frac{p^2}{2}.
\]

The second is

\[
\sum_{j=1}^p u_j^3=\frac18\sum_{j=1}^p(2j-1)^3
=\frac{p^2(2p^2-1)}8 .
\]

To check it, note that \(p^2(2p^2-1)\) vanishes at \(p=0\) and grows by \(8p^3-12p^2+6p-1=(2p-1)^3\) when its argument goes from \(p-1\) to \(p\). Therefore

\[
\ln\frac{n_p}{n_0}
=-\frac{p^2}{\nu}-\frac{p^2(2p^2-1)}{12\nu^3}-\dots .
\]

All omitted terms are negative too, so \(n_p/n_0<e^{-p^2/(N+1/2)}\) for \(1\le p\le N\). Negative orders follow from \(n_{-p}=n_p\).

**Q.** Your first term has \(N+\tfrac12\), not \(N\). When may I replace it and drop the rest?

**A.** The replacement lowers the logarithm by

\[
\frac{p^2}{N}-\frac{p^2}{N+1/2}
=\frac{p^2}{2N(N+1/2)}\simeq\frac{p^2}{2N^2}.
\]

The next term is about \(-p^4/(6N^3)\) when \(p\) is large compared with one. The relative error of the Gaussian is small if both are small. For \(N\gg1\) and \(p^4\ll6N^3\) this is so, and

\[
\frac{n_p}{n_0}\simeq e^{-p^2/N}.
\]

The distribution has a width of order \(\sqrt N\), while the approximation holds out to orders small compared with \(N^{3/4}\). It thus covers the bulk but not the extreme wings. At \(p=N\) the true count is one, and the Gaussian has no reason to reproduce it.

**Q.** You still owe me the height of the centre.

**A.** The counts add to \(F(0)=4^N\), so

\[
\frac{4^N}{n_0}=\sum_p\frac{n_p}{n_0}
\simeq\sum_pe^{-p^2/N}\simeq\sqrt{\pi N}.
\]

The first approximation needs care because the sum includes the wings. For \(|p|\le N^{5/8}\), the corrections just found are at most of order \(N^{-1/2}\). Beyond this range, \(p^2/N\) exceeds \(N^{1/4}\), and the upper bound makes the exact tail negligible, as is the Gaussian tail. In the last step \(x=p/\sqrt N\) has spacing \(1/\sqrt N\), so the sum tends to \(\sqrt N\int e^{-x^2}dx=\sqrt{\pi N}\). Thus

\[
\frac{n_p}{4^N}\simeq\frac{1}{\sqrt{\pi N}}e^{-p^2/N}.
\]

At \(N=20\) the exact central count is 0.9938 of this estimate, and at \(N=200\) it is 0.9994.

**Q.** Suppose I had ideal data from twenty spins. Would the Gaussian return twenty?

**A.** Nearly. Solving it for \(N\) gives an estimate from any one order:

\[
N_{\rm est}(p)=\frac{p^2}{\ln(n_0/n_p)}.
\]

At \(p=4\) the exact ratio is \(n_4/n_0=0.45596\), so

\[
N_{\rm est}(4)=\frac{16}{-\ln0.45596}=\frac{16}{0.7854}=20.4 .
\]

Orders 2, 8 and 12 give 20.5, 20.0 and 19.2. The drift follows from the series:

\[
N_{\rm est}(p)=\frac{\nu}{1+(2p^2-1)/(12\nu^2)+\dots}.
\]

It starts near \(N+\tfrac12\) and falls as \(p\) grows.

The profile itself shows the same competition. The exact ratio is above the Gaussian by 1.5% of the Gaussian at \(p=4\), below it by 0.6% at \(p=8\), and below it by 25% at \(p=12\). The leading corrections \(p^2/(2N^2)\) and \(-p^4/(6N^3)\) cancel at \(p^2=3N\), which for \(N=20\) lies between \(p=6\) and \(p=8\). This is where the change of sign occurs.

**Q.** So far you have counted operators. A spectrometer measures intensities. How are the two connected?

**A.** First consider what the experiment records. At high temperature the part of the equilibrium density operator that matters is proportional to \(I_z\); the identity part does not evolve. Excite with a unitary \(U\), giving \(\rho=UI_zU^\dagger\). Rotate about the field by \(R=e^{-i\phi I_z}\), reverse the excitation with \(U^\dagger\), and detect \(I_z\). I assume perfect reversal and no relaxation. The normalized signal is

\[
S(\phi)=\frac{\mathrm{Tr}[I_zU^\dagger R\rho R^\dagger U]}{\mathrm{Tr}\,I_z^2}
=\frac{\mathrm{Tr}[\rho R\rho R^\dagger]}{\mathrm{Tr}\,I_z^2},
\]

by cyclic permutation under the trace. The rotation multiplies \(\rho_{rs}\) by \(e^{-i(M_r-M_s)\phi}\), and \(\rho_{sr}=\rho_{rs}^*\). Consequently

\[
S(\phi)=\frac{1}{\mathrm{Tr}\,I_z^2}\sum_pg_pe^{-ip\phi},
\qquad
g_p=\sum_{M_r-M_s=p}|\rho_{rs}|^2 .
\]

A Fourier transform over \(\phi\) separates the orders. With equally spaced phases over a full turn, at least \(2N+1\) are needed to keep all orders from \(-N\) to \(N\) apart.

The intensity is thus a sum of \(n_p\) squared amplitudes. It is proportional to \(n_p\) if the mean squared amplitude is the same at every order. That is a hypothesis about the dynamics and does not follow from the counting.

**Q.** Is there any dynamics for which this hypothesis can be derived?

**A.** There is a statistical model: average over unitaries \(U\) drawn uniformly, so that a further fixed unitary change of basis leaves the distribution of \(\rho\) unchanged. Denote this average by an overbar.

Permuting basis states shows that all off-diagonal elements share one mean square \(x=\overline{|\rho_{rs}|^2}\). Likewise all diagonal ones share \(y=\overline{\rho_{rr}^2}\), and all pairs with \(r\neq s\) share \(z=\overline{\rho_{rr}\rho_{ss}}\). Changing the phase of one basis state by 90° exchanges the real and imaginary parts of \(\rho_{12}\), up to sign, so \(\overline{(\mathrm{Re}\,\rho_{12})^2}=x/2\). Changing its sign shows that \(\overline{\rho_{11}\mathrm{Re}\,\rho_{12}}=0\), and the same with \(\rho_{22}\).

Now replace the first basis state by \((|1\rangle+|2\rangle)/\sqrt2\). Its diagonal element is

\[
\rho'_{11}=\frac{\rho_{11}+\rho_{22}}2+\mathrm{Re}\,\rho_{12},
\]

and must also have mean square \(y\):

\[
y=\frac{2y+2z}{4}+\frac x2
\quad\Longrightarrow\quad y=z+x .
\]

Since \(\mathrm{Tr}\,\rho=0\), averaging \(\rho_{11}\mathrm{Tr}\,\rho\) gives \(y+(D-1)z=0\). Eliminating \(z\),

\[
y=\frac{D-1}{D}x .
\]

The conserved trace of the square fixes the scale:

\[
\mathrm{Tr}\,I_z^2=Dy+D(D-1)x=(D^2-1)x .
\]

For \(p\ne0\) the mean intensity is \(\overline{g_p}=xn_p\). At the centre,

\[
\overline{g_0}=x(n_0-2^N)+2^Ny=x(n_0-1),
\]

because \(D=2^N\). The profile is binomial apart from one missing unit in the central count. In a sample of 4000 such unitaries for four spins, the mean squares of the coherences agree with \(x\) within the sampling scatter, which reaches about 2% at the highest orders where few elements are averaged, and the populations have \(0.934x\), against a predicted \(0.9375x\).

**Q.** A real pulse sequence is not a random unitary. The usual double-quantum Hamiltonian does not even produce odd orders.

**A.** It does not. Take

\[
H=\frac12\sum_{j<k}D_{jk}(I_j^+I_k^++I_j^-I_k^-).
\]

Each application changes \(M\) by \(\pm2\), and \(I_z\) starts with order zero, so \(\rho\) contains even orders alone. The natural form of the hypothesis is then equal weight on all even-order elements.

The width survives this restriction. Because \(F(\pi)=\sum_p(-1)^pn_p=0\), even and odd orders each contain \(4^N/2\) elements. Near \(\phi=\pi\), \(F\) varies as \((\phi-\pi)^{2N}\), whose second derivative at \(\pi\) vanishes for \(N\ge2\). Thus \(\sum_p(-1)^pp^2n_p=0\), and even orders carry half of the total second moment. Their variance is again \(N/2\). For large \(N\) the normalized even profile is

\[
\frac{2n_p}{4^N}\simeq\frac{2}{\sqrt{\pi N}}e^{-p^2/N}.
\]

The prefactor doubles because the same unit total is shared among half as many orders.

**Q.** If I measure the width after a very short excitation, do I still get the cluster size?

**A.** No. To first order in the time \(t\),

\[
\rho=I_z-it[H,I_z]+\dots .
\]

Since \([I_z,I_j^\pm I_k^\pm]=\pm2I_j^\pm I_k^\pm\),

\[
[H,I_z]=-\sum_{j<k}D_{jk}(I_j^+I_k^+-I_j^-I_k^-).
\]

Each of the two operators for a pair has squared norm \(\mathrm{Tr}(I_j^+I_k^+I_k^-I_j^-)=2^N/4\), and different pairs are orthogonal. Also \(\mathrm{Tr}\,I_z^2=N2^N/4\). The fraction of intensity in orders \(\pm2\) together is therefore

\[
\frac{t^2\,2(2^N/4)\sum_{j<k}D_{jk}^2}{N2^N/4}
=\frac{2t^2}{N}\sum_{j<k}D_{jk}^2 .
\]

With \(p^2=4\), the apparent spin number from the intensity-weighted width is

\[
2\langle p^2\rangle_g\simeq\frac{16t^2}{N}\sum_{j<k}D_{jk}^2 .
\]

It vanishes as \(t\to0\), whatever the cluster size. At early times the width measures how much coherence has been excited.

**Q.** Show me a cluster in which the excitation has had time to spread.

**A.** Take eight spins with one set of random couplings \(D_{jk}\), drawn from a normal distribution of zero mean and standard deviation \(d\), and propagate under \(H\) without further approximation. Time is in units of \(1/d\). The apparent number \(2\langle p^2\rangle_g\) is 0.72 at \(t=0.1\), 3.98 at 0.3, 6.84 at 1 and 8.63 at 3. Between the first two times it grows by a factor 5.5, not the 9 of the quadratic law, so that law has already failed by \(t=0.3\).

Averaged over 100 times between 20 and 120, the normalized intensities of orders 0, 2, 4 and 6 are 0.3765, 0.2434, 0.0619 and 0.0065. Counting both signs,

\[
2\langle p^2\rangle_g=4[4(0.2434)+16(0.0619)+36(0.0065)]\simeq8.8 .
\]

This is 10% above the true number. The last digit of these intensities depends on the times chosen: averaging between 200 and 1200 moves order 4 to 0.0624 and leaves the width at 8.8. The ratio of orders 0 and 4 gives nearly the same:

\[
\frac{16}{\ln(0.3765/0.0619)}\simeq8.9 .
\]

So \(2\langle p^2\rangle_g\) is an estimate of \(N\), not an upper or lower bound on it: it lies below \(N\) at early times and above it here. The late excess is not peculiar to this set. Eight other random sets of eight spins give 8.6 to 9.0, and clusters of six and seven spins are also overestimated, by about 10% on average.

**Q.** That is near eight, but is the profile really binomial?

**A.** Not in detail. The equal-weight shares for orders 0, 2, 4 and 6 are 0.3928, 0.2444, 0.0555 and 0.0037. The centre is 4% below its share and order 4 is 11% above, while order 6 has 1.8 times its share. One set of couplings does not settle the cause of these deviations.

Order 8 is different: its share would be 0.00003, but its printed intensity is zero to six decimals. This follows from symmetry. A rotation \(Q=e^{-i\pi I_z/2}\) gives \(QHQ^\dagger=-H\), and hence \(Q\rho(t)Q^\dagger=\rho(-t)\). As \(H\) and \(I_z\) are real matrices, \(\rho(-t)=\rho(t)^*\). An element of order \(p\) thus obeys

\[
\rho_{rs}^*=e^{-i\pi p/2}\rho_{rs},
\]

and is real for \(p=8\). Flipping every spin leaves \(H\) unchanged but reverses \(I_z\), so it changes \(\rho\) to \(-\rho\). For \(p=8\), \(r\) is all up and \(s\) all down. The flip exchanges them and requires \(\rho_{sr}=-\rho_{rs}\). Since \(\rho_{sr}=\rho_{rs}^*\), the element must also be imaginary. Being both real and imaginary, it is zero. The same argument removes every element whose \(s\) is the flip of \(r\) and whose order is a multiple of 4: 70 of the 12870 at \(p=0\) and 28 of the 1820 at \(p=4\). It empties the highest order only when \(N\) is a multiple of 4; for six spins order 6 is excited.

**Q.** Then symmetry can defeat the counting. Does that matter for equivalent spins?

**A.** It does. Suppose exchanging two spins, by an operator \(P\), leaves \(H\) unchanged. It also leaves \(I_z\) unchanged, so \(P\rho P=\rho\). For a state \(|a\rangle\) even under the exchange and a state \(|b\rangle\) odd under it,

\[
\langle a|\rho|b\rangle=\langle a|P\rho P|b\rangle=-\langle a|\rho|b\rangle=0 .
\]

Such coherences are included in the binomial count but can never be excited. This is why the spins must be distinct in their couplings, and not just carry separate labels, before equal weighting is plausible. That condition is necessary, not sufficient. An open chain of eight spins with distinct random couplings between nearest neighbours only shows orders 0 and \(\pm2\) alone, and its late apparent number is about 4.

**Q.** My sample may contain clusters of different sizes. Which \(N\) would I obtain?

**A.** That depends on the estimator. Let a fraction \(w_i\) of the total intensity come from clusters of \(N_i\) spins, each with a binomial profile. Second moments add with these weights:

\[
2\langle p^2\rangle_g=\sum_iw_iN_i .
\]

For equal intensities from clusters of 10 and 40 spins this gives \((10+40)/2=25\). Since \(\mathrm{Tr}\,I_z^2/2^N=N/4\), equal intensity means equal numbers of spins in the two kinds of cluster, and hence four times as many small clusters as large ones.

The ratio \(g_0/g_p\) gives 15.9 at \(p=4\) and 27.9 at \(p=10\). In the Gaussian approximation,

\[
g_p\propto\sum_i\frac{w_i}{\sqrt{N_i}}e^{-p^2/N_i}.
\]

The factor \(1/\sqrt{N_i}\) favours small clusters at the centre, while the slower exponential favours large ones in the wings. A plot of \(\ln g_p\) against \(p^2\) is then curved, and the size inferred from it depends on the orders used. A straight plot alone would not prove equal weighting, and an estimate that rises with \(p\), though opposite to the slow fall found for a single binomial cluster, would not prove a mixture. The single eight-spin cluster above gives 8.3, 8.6 and 8.8 from orders 2, 4 and 6 at \(t=3\). In the mixture itself the rise ends in the far wings, from 35.4 at \(p=24\) to 29.6 at \(p=40\).

## Computed results

```
N=6 spins: number of elements by order (counts)
  p=0: 924
  p=1: 792
  p=2: 495
  p=3: 220
  p=4: 66
  p=5: 12
  p=6: 1
  all orders, both signs: 4096
  populations: 64; zero-quantum coherences: 860
Central count / [4^N/sqrt(pi N)] (dimensionless)
  N=20: 0.993770
  N=200: 0.999375
N=20: p, n_p/n_0 exact, exp(-p^2/N), exact/Gaussian, N from ratio
   2 0.822511 0.818731 1.0046 20.471
   4 0.455957 0.449329 1.0148 20.373
   6 0.168353 0.165299 1.0185 20.206
   8 0.040530 0.040762 0.9943 19.964
  10 0.006149 0.006738 0.9126 19.641
  12 0.000558 0.000747 0.7473 19.222
Equal-intensity mixture of N=10 and N=40 (apparent spin number)
  2<p^2>: 25.000
  from g_0/g_p at p=4: 15.885
  from g_0/g_p at p=10: 27.879
Random unitaries, N=4: mean |rho_rs|^2 / [Tr Iz^2/(D^2-1)]
  coherences p=0: 0.995
  coherences p=1: 1.000
  coherences p=2: 1.005
  coherences p=3: 1.005
  coherences p=4: 1.006
  populations: 0.934; predicted 0.9375
Eight-spin cluster: 2<p^2> at time t (t in 1/d)
  t=0.1: 0.720
  t=0.3: 3.982
  t=1.0: 6.837
  t=3.0: 8.634
  mean over 100 times, t=20 to 120: 8.791
Late mean intensity g_p/sum g, and even-order binomial share
  p=0: 0.376541 0.392761
  p=2: 0.243355 0.244385
  p=4: 0.061856 0.055542
  p=6: 0.006518 0.003662
  p=8: 0.000000 0.000031
```
